# Smoothing a spectrum before fitting does not sharpen the parameters

A thin tantalum layer lies beneath a metal cap, and its 4f photoelectrons emerge as a weak doublet on a high background. The position of the doublet is wanted to a few meV. The spectrum has 281 channels, 0.05 eV apart, with about 10,000 background counts in each. The stronger line rises 1500 counts above that, and the noise is 100 counts per channel. A nine-point running mean makes the trace much cleaner. Should the fit now be made to the smoothed points, and what error should it quote?

The tempting answer runs as follows. Each smoothed point is the mean of nine independent readings, so its standard deviation is $100/\sqrt9=33.3$ counts. Hardly any points have been lost, since 273 full windows remain. The same number of points, each three times more precise, should give parameters three times more precise.

Both premises are true. The conclusion fails because neighbouring smoothed points share eight of their nine readings. A fit that takes them as independent counts each reading about nine times.

## What smoothing does to the noise

Let the raw data be $y=f(\theta)+\varepsilon$, with $N$ channels, $p$ parameters $\theta$ and Gaussian white noise of known variance: $\langle\varepsilon\varepsilon^T\rangle=\sigma^2 I$. Smoothing is linear, $s=Sy$. Each row of $S$ holds the weights $w_k$, with $\sum_k w_k=1$, and only full windows are kept, so that $m$ weights leave $M=N-m+1$ points. The smoothed noise $S\varepsilon$ has covariance $\sigma^2SS^T$. Its diagonal elements are

$$q\sigma^2,\qquad q=\sum_k w_k^2,$$

and $q=1/m$ for a running mean. Points $j$ channels apart have correlation

$$r_j=\frac1q\sum_k w_kw_{k+j}.$$

For the running mean this is $1-|j|/m$ when $|j|<m$, or 0.889 for nearest neighbours with $m=9$. Summing over all $j$ lets the two indices run independently:

$$\sum_j r_j=\frac1q\Big(\sum_kw_k\Big)^2=\frac1q .$$

This sum decides the matter for slowly varying quantities. The average of $M\gg m$ smoothed points has variance

$$\frac{q\sigma^2}{M}\sum_jr_j=\frac{\sigma^2}{M},$$

apart from end effects. The correlations have taken back the whole factor $q$ that smoothing seemed to gain.

## No smoothing adds information

For errors small enough that the model is linear over their range, let $J=\partial f/\partial\theta$, an $N\times p$ matrix of full column rank. The raw least-squares estimate deviates from the truth by $(J^TJ)^{-1}J^T\varepsilon$, so its covariance is

$$C_{\rm raw}=(J^TJ)^{-1}J^T(\sigma^2I)J(J^TJ)^{-1}=\sigma^2(J^TJ)^{-1}.$$

For Gaussian noise of known covariance, the Fisher information is the derivative matrix contracted with the inverse covariance. The raw data give $J^TJ/\sigma^2$. The smoothed data have derivatives $B=SJ$, and therefore

$$F_s=\frac{1}{\sigma^2}J^TS^T(SS^T)^{-1}SJ=\frac1{\sigma^2}J^TPJ,\qquad P=S^T(SS^T)^{-1}S .$$

The inverse exists when the rows of $S$ are linearly independent, as they are for full windows with a nonzero first weight: each row starts one channel later than the one before. The matrix $P$ is symmetric, and $P^2=P$ because the inner factor $SS^T$ cancels one inverse. It is a projector, and so is $I-P$. For any vector $u$,

$$u^T(J^TJ-J^TPJ)u=\|(I-P)Ju\|^2\ge0 .$$

Smoothing can lose information but cannot create it. If $S$ is square and invertible, nothing is lost, and the correctly weighted fit gives

$$\big[B^T(SS^T)^{-1}B\big]^{-1}B^T(SS^T)^{-1}Sy=(J^TJ)^{-1}J^Ty,$$

since $S^T(SS^T)^{-1}S=I$. This is the raw estimate itself. In the tantalum example, with full windows, a fit using the full covariance has the raw position error to the printed five decimals, and a background error larger by only about 0.01%.

## The quoted error and the true one

Now fit the smoothed model $Sf$ to the smoothed data with equal weights. Smoothing the model as well keeps bias out of the comparison. The deviation from the truth is $(B^TB)^{-1}B^TS\varepsilon$, so

$$C_{\rm true}=\sigma^2(B^TB)^{-1}B^TSS^TB(B^TB)^{-1}.$$

Assuming independence replaces $SS^T$ by $qI$, and the quoted covariance becomes

$$C_{\rm quoted}=q\sigma^2(B^TB)^{-1}.$$

The true errors cannot be below the raw ones. The estimate is linear in $y$, with matrix $L=(B^TB)^{-1}B^TS$, and $LJ=I$. Write $L=L_0+D$, where $L_0=(J^TJ)^{-1}J^T$. Since $L_0J=I$ too, $DJ=0$. The cross term $L_0D^T=(J^TJ)^{-1}(DJ)^T$ then vanishes, and

$$C_{\rm true}=\sigma^2LL^T=C_{\rm raw}+\sigma^2DD^T .$$

The last term has no negative eigenvalue.

If the columns of $B$ vary little over a window, then $SS^TB\approx B$ away from the ends, because the elements in a row of $SS^T$ sum to $q\sum_jr_j=1$. Hence $C_{\rm true}\approx\sigma^2(B^TB)^{-1}$, and

$$\frac{\text{quoted error}}{\text{true error}}\approx\sqrt q=\frac1{\sqrt m}$$

for a running mean.

## The tantalum numbers

The model is a pair of Gaussians on a flat background, with position $E_0=21.7$ eV for the stronger line, a fixed splitting $d=1.9$ eV and a full width at half maximum (FWHM) of 1.0 eV. The lines come from $j=7/2$ and $j=5/2$, with 8 and 6 states, so the weaker has relative height $\rho=6/8$. Height, position, FWHM and background are fitted.

The raw position error can be estimated by hand. With channel spacing $\Delta$, height $A$ and standard deviation $s_G=1.0/\sqrt{8\ln2}=0.425$ eV, the position derivative of one line is $A(x/s_G^2)e^{-x^2/2s_G^2}$. Replacing the sum over channels by an integral, its squares add up to

$$\frac{A^2}{\Delta s_G^4}\int x^2e^{-x^2/s_G^2}\,dx=\frac{A^2\sqrt\pi}{2s_G\Delta}.$$

The second line and the overlap multiply this by

$$g=1+\rho^2+2\rho\Big(1-\frac{d^2}{2s_G^2}\Big)e^{-d^2/4s_G^2}=1.47 .$$

The overlap term follows from the same integral with the product of two derivatives centred $d$ apart. Neglecting correlation with the other parameters,

$$\sigma_{E_0}=\frac{\sigma}{A}\sqrt{\frac{2\Delta s_G}{\sqrt\pi\,g}}=\frac{100}{1500}\sqrt{\frac{2(0.05)(0.425)}{1.772\times1.47}}\ \text{eV}=8.5\ \text{meV}.$$

The full four-parameter covariance gives 8.51 meV. After nine-point smoothing the true error is 8.54 meV, but the quoted one is 3.07 meV. Their ratio is 0.360. For height, FWHM and background the ratios are 0.358, 0.364 and 0.337, all near $1/\sqrt9=0.333$.

Nonlinear fits to 2000 simulated spectra bear this out. The fitted positions scatter by 8.39 meV for raw data and 8.44 meV for smoothed data. The quoted one-sigma interval around the smoothed estimate contains the true position in 27.6% of cases. A Gaussian estimate with an interval 0.360 times its proper width predicts $\mathrm{erf}(0.360/\sqrt2)=28.1\%$, whereas an honest interval gives 68%.

Widening the window on the same spectrum shows the error in another way. For running means of 5, 9 and 15 points, the quoted position error falls from 3.90 to 3.07 to 2.74 meV. The true error rises from 8.51 to 8.54 to 8.77 meV.

## When the rule changes

The factor $\sqrt q$ rests on the feature being broad. For one parameter on a periodic record, the general result is compact. Let $a$ be the derivative of the raw model and $b=Sa$. The two covariances above reduce to

$$\left(\frac{\text{quoted}}{\text{true}}\right)^2=\frac{q\,b^Tb}{b^TSS^Tb}.$$

Fourier modes are multiplied by the filter's transfer function $H$. Thus $b^Tb$ is proportional to $\sum|H|^2|\hat a|^2$. The further factor $SS^T$ supplies another $|H|^2$, so

$$\left(\frac{\text{quoted}}{\text{true}}\right)^2=q\,\frac{\langle|H|^2\rangle}{\langle|H|^4\rangle},$$

where the averages are weighted by $|\hat a|^2$. By Parseval's theorem, $q$ is the unweighted mean of $|H|^2$ over all frequencies. The naive fit therefore assumes that noise has been reduced equally at every frequency. In fact the low frequencies, where a broad line has its signal, are reduced much less than the average: in the tantalum example about 85% of the power in the position derivative survives, against one ninth of the total noise power.

For a symmetric window with second moment $\mu_2=\sum_kw_k(k\Delta)^2$, expanding the cosine in $H$ gives $|H|^2\approx1-\mu_2\kappa^2$ at small wavenumber $\kappa$. To first order,

$$\frac{\langle|H|^2\rangle}{\langle|H|^4\rangle}\approx\frac{1-\mu_2\langle\kappa^2\rangle}{1-2\mu_2\langle\kappa^2\rangle}\approx1+\mu_2\langle\kappa^2\rangle .$$

The position derivative of an isolated Gaussian has power spectrum proportional to $\kappa^2e^{-\kappa^2s_G^2}$, for which $\langle\kappa^2\rangle=3/(2s_G^2)$. The nine-point mean has $\mu_2=(9^2-1)\Delta^2/12=0.0167$ eV$^2$. The ratio is then

$$\sqrt{\tfrac19\Big(1+\frac{3\times0.0167}{2\times0.180}\Big)}=0.356,$$

which accounts for most of the difference between 0.333 and the 0.360 of the doublet. A nine-point quadratic Savitzky–Golay filter reproduces parabolas, so its $\mu_2$ is zero and this correction vanishes. Its ratio is indeed 0.506, against $\sqrt q=0.505$. It too quotes an error that is too small, by a factor of about two.

The height of a feature confined to one channel is the opposite limit. For a running mean, $b$ is a block of $m$ values $1/m$, so $b^Tb=1/m$. The vector $S^Tb$ is a triangle with values $(m-|j|)/m^2$, whose squares sum to $(2m^2+1)/(3m^3)$. Hence

$$\left(\frac{\text{quoted}}{\text{true}}\right)^2=\frac{3m}{2m^2+1},$$

and the ratio is 0.407 for $m=9$, so the quoted height error is still too small. The position of so narrow a feature behaves differently: for a Gaussian with a standard deviation of 0.4 channels, sampled at the channel centres and with its height known, the ratio lies between about 0.5 and 1.0, depending on where the centre falls relative to the channels.

The sign of the mistake can nevertheless reverse. For the amplitude of a pure oscillation the ratio is $\sqrt q/|H|$. With a period of ten channels,

$$|H|=\frac{\sin(9\pi/10)}{9\sin(\pi/10)}=\frac19,$$

because the two sines are equal. The quoted error is then $(1/3)/(1/9)=3$ times too large: the filter has removed most of the noise at that frequency along with the signal, while the fit still assumes the average noise. For this window the quoted and true errors agree at a period of 12.36 channels, and for longer periods the quoted error is too small. The statement that the quoted error is too small therefore needs a condition: it holds when $\langle|H|^4\rangle/\langle|H|^2\rangle>q$, as it does for spectral lines broad compared with the window.

## Why the fit can look healthy

One might hope that reduced chi-square would expose the false assumption. The residual vector is $(I-P_B)S\varepsilon$, where $P_B=B(B^TB)^{-1}B^T$ projects onto the fitted model. Its mean square length is $\sigma^2\,\mathrm{tr}[(I-P_B)SS^T]$. Dividing by the assumed variance and degrees of freedom gives

$$\langle\chi^2_{\rm red}\rangle=\frac{Mq-\mathrm{tr}(P_BSS^T)}{q(M-p)}.$$

For broad features $SS^TB\approx B$, so the trace is about $p$. With $q=1/m$,

$$\langle\chi^2_{\rm red}\rangle\approx\frac{M-pm}{M-p}=1-\frac{p(m-1)}{M-p}=1-\frac{32}{269}=0.88 .$$

The full expression gives 0.893, and the simulated fits average 0.891. Such a value looks like a good fit. Individual spectra scatter about it by 0.19, more than twice the 0.086 expected of independent points. About half of them therefore fall outside the central 95% range for independent points, 0.84 to 1.18. Most of these lie on the low side, which suggests that the quoted errors are too large, when in fact they are too small. Rescaling the errors by the square root of chi-square does not help either: on average it makes them slightly smaller still.

## A bias that resembles a gain

If the smoothed data are fitted with the original, unsmoothed line shape, the width is also biased. Variances add under convolution, so the fitted FWHM should be near

$$W_s=\sqrt{W^2+8\ln2\,\mu_2}=1.045\ \text{eV}$$

for $W=1.0$ eV. The fit to noise-free data gives 1.046 eV. This bias of 46 meV is about seven times the quoted FWHM error of 6.6 meV.

The true scatter of this biased width is 18.0 meV, slightly below the 18.7 meV of the raw fit. That is no gain in information. Differentiating the formula gives $\delta W_s=(W/W_s)\,\delta W$, so the 18.9 meV scatter found with the smoothed model shrinks to about 18.1 meV by a change of scale. Converting $W_s$ back to $W$ removes the apparent improvement.

## What to do, and what a real film adds

The simplest remedy is to fit the raw data. If only smoothed data survive, use $C_{\rm true}$, or weight the fit with the full covariance. If fewer points are needed, use non-overlapping block means: they share no readings, so $SS^T=I/m$ and the usual error formula is correct. The model must be averaged over the same blocks; evaluated only at their centres, it would again give a FWHM about 46 meV too large. Here 31 blocks of nine channels give a position error of 9.22 meV, both quoted and true. The 8% increase over the raw fit is the price of blocks as wide as 0.45 eV, comparable with $s_G$. The two channels left over at the end hold only background and barely affect the position.

The tantalum energies, width and count levels are rough typical values for a buried metallic layer and a broad instrumental response. A bare film would show much higher contrast, and white noise would then be a poorer approximation. Even here, counting noise grows under the peak. Including that growth raises the raw position error by 3.8% and changes the quoted-to-true ratio from 0.360 to 0.347. Line shape matters more. A metallic asymmetry parameter of 0.1, with a Lorentzian half width of 0.05 eV, shifts the fitted position from the line's nominal energy by about 80 meV in the raw fit and 85 meV in the smoothed one. These values assume a power-law tail without end; cutting the tail off exponentially at 5 eV lowers them to about 70 and 73 meV, and at 1 eV to just under 50 meV. An inelastic background step of 150 counts shifts it by 20 and 23 meV. An absolute binding energy from this simple model is therefore limited by the line shape, not by the 8.5 meV of noise. The statistical error becomes decisive when spectra of the same shape, taken and fitted in the same way, are compared, because the common shift then cancels. "The same shape" includes the background step relative to the peak: a step of 225 counts in place of 150 moves the raw-fit shift from 20 to 30 meV. For the asymmetric line the errors are somewhat larger, about 10 meV true and 3.5 meV quoted, with nearly the same ratio, and for the difference of two spectra both the true and the quoted errors grow by $\sqrt2$. In such a comparison an error of 3 meV in place of 8.5 meV can turn a chance difference into an apparent chemical shift.

The white-noise assumption also concerns the instrument. If the acquisition has already averaged or interpolated neighbouring channels, the "raw" spectrum is itself a smoothed one, and its covariance must be treated as above. The numerical output below lists the errors of all four parameters for the nine-point mean, and the position error for each filter.

## Table of computed values

```
channels 281, step 0.05 eV, from 17.0 to 31.0 eV
height 1500, background 10000, noise 100 counts
position 21.7 eV, splitting 1.9 eV, FWHM 1.0 eV
closed estimate of raw position error 8.51 meV
window 9 points = 0.45 eV; smoothed points 273
noise per smoothed point 33.33 counts; sqrt(q) 0.3333
errors: raw fit | smoothed true | smoothed quoted | quoted/true
 height: 25.79 | 25.87 | 9.27 counts | 0.358
 position: 8.51 | 8.54 | 3.07 meV | 0.360
 FWHM: 18.69 | 18.89 | 6.87 meV | 0.364
 background: 7.06 | 7.15 | 2.41 counts | 0.337
full-covariance fit/raw error: position 1.00000, background 1.00012
invertible smoothing, estimate change 7e-15 raw errors
simulated spectra 2000; position scatter raw 8.39, smoothed 8.44 meV
one-sigma coverage: raw 69.5 %, smoothed 27.6 % (predicted 28.1 %)
neighbour correlation: simulated 0.889, predicted 0.889
reduced chi-square: simulated 0.891 +- 0.195 (spread)
 predicted 0.893 +- 0.194; simple formula 0.881
 spread if points were independent 0.086
filter: position error true, quoted (meV), quoted/true, sqrt(q)
 mean 5: 8.51, 3.90, 0.458, 0.447
 mean 9: 8.54, 3.07, 0.360, 0.333
 mean 15: 8.77, 2.74, 0.312, 0.258
 Savitzky-Golay 9, quadratic: 8.51, 4.30, 0.506, 0.505
31 block means: position error true 9.22, quoted 9.22 meV
unsmoothed shape: FWHM 1.0463 eV, formula 1.0452 eV
 FWHM error true 18.03, quoted 6.56 meV
 position error true 8.54, quoted 3.07 meV
tone of period 10 channels: quoted/true 3.000, simulated 3.067
tone with quoted = true: period 12.36 channels
one-channel spike: quoted/true 0.407
isolated-Gaussian expansion for the example: quoted/true 0.356
neglected effects:
 counting variance: raw position error +3.8 %, quoted/true 0.347
 asymmetry 0.1, Lorentzian half width 0.05 eV; step 150 counts
 asymmetry: position shift raw 80.5, smoothed 85.0 meV
 step: position shift raw 20.2, smoothed 22.7 meV
```
